# The T0 line and the liquidus in rapid solidification: a numerical check

```python
# Result under test: in a dilute ideal binary alloy the initial slope of the
# T0 line (solid and liquid of equal composition have equal Gibbs energy) is
#     ln(k)/(k-1) times the initial slope of the equilibrium liquidus.
# k = x_solid/x_liquid at equilibrium in the dilute limit; x = solute fraction.
# Gibbs energies are in J/mol, temperatures in K. The pure solids are the
# zero of energy. Equilibrium is found from the common tangent to the full
# Gibbs curves, T0 from their crossing; neither uses the dilute slope laws.
from dataclasses import dataclass, replace
import math
import mpmath as mp
from scipy import constants
from scipy.optimize import brentq

mp.mp.dps = 40
R = constants.R


@dataclass(frozen=True)
class Alloy:
    host_T: float            # melting temperature of the solvent, K
    host_L: float            # latent heat of the solvent, J/mol
    solute_T: float          # melting temperature of the pure solute, K
    solute_L: float          # latent heat of the pure solute, J/mol
    delta_cp: float = 0.0    # liquid minus solid heat capacity, J/mol/K
    omega_solid: float = 0.0   # regular-solution interaction, J/mol
    omega_liquid: float = 0.0  # regular-solution interaction, J/mol


def liquid_minus_solid(L, Tm, delta_cp, T):
    """Gibbs energy difference of a pure substance."""
    return L * (1 - T / Tm) + delta_cp * ((T - Tm) - T * mp.log(T / Tm))


def gibbs(phase, x, T, a):
    mixing = R * T * (x * mp.log(x) + (1 - x) * mp.log(1 - x))
    if phase == "solid":
        return mixing + a.omega_solid * x * (1 - x)
    host = liquid_minus_solid(a.host_L, a.host_T, a.delta_cp, T)
    solute = liquid_minus_solid(a.solute_L, a.solute_T, a.delta_cp, T)
    return mixing + (1 - x) * host + x * solute + a.omega_liquid * x * (1 - x)


def gibbs_slope(phase, x, T, a):
    return mp.diff(lambda y: gibbs(phase, y, T, a), x)


def k_from_energies(a):
    """Dilute partition coefficient from the solute's standard energies."""
    d = liquid_minus_solid(a.solute_L, a.solute_T, a.delta_cp, a.host_T)
    d += a.omega_liquid - a.omega_solid
    return float(mp.exp(d / (R * a.host_T)))


def tie_line(x_liquid, a):
    """Common tangent: returns x_solid/x_liquid and (T - host_T)/x_liquid."""
    x = mp.mpf(x_liquid)
    unit = R * a.host_T

    def conditions(ratio, t):
        T = a.host_T + x * t
        xs = ratio * x
        ss = gibbs_slope("solid", xs, T, a)
        sl = gibbs_slope("liquid", x, T, a)
        solid_intercept = gibbs("solid", xs, T, a) - xs * ss
        liquid_intercept = gibbs("liquid", x, T, a) - x * sl
        return [(ss - sl) / unit,
                (solid_intercept - liquid_intercept) / (unit * x)]

    start = (mp.mpf(k_from_energies(a)), mp.mpf(0))
    root = mp.findroot(conditions, start, tol=1e-25, maxsteps=40)
    return float(root[0]), float(root[1])


def t_zero(x, a):
    x = mp.mpf(x)
    return brentq(lambda T: float(gibbs("liquid", x, T, a)
                                  - gibbs("solid", x, T, a)),
                  0.7 * a.host_T, 1.3 * a.host_T)


def trapping_temperature(x_liquid, kv, a):
    """Solid of composition kv*x_liquid lies on the tangent of the liquid."""
    x = mp.mpf(x_liquid)
    xs = kv * x

    def gap(T):
        tangent = (gibbs("liquid", x, T, a)
                   + (xs - x) * gibbs_slope("liquid", x, T, a))
        return float(tangent - gibbs("solid", xs, T, a))
    return brentq(gap, 0.7 * a.host_T, 1.3 * a.host_T)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Rough typical values for germanium in silicon
sige = Alloy(host_T=1685.0, host_L=50.0e3, solute_T=1211.0, solute_L=37.0e3)
cases = {
    "Ge in Si, ideal": sige,
    "low-melting solute": replace(sige, solute_T=600.0),
    "high-melting solute": replace(sige, solute_T=2500.0),
    "heat capacities differ": replace(sige, delta_cp=5.0),
    "regular solution": replace(sige, omega_solid=9.0e3, omega_liquid=2.0e3),
}

# Dilute slopes: the remaining error is of first order in this fraction
tiny = 1e-6
print("Slope factor: T0 slope / liquidus slope, from Gibbs curves and law")
for name, a in cases.items():
    k_num, liquidus_num = tie_line(tiny, a)
    t0_num = (t_zero(tiny, a) - a.host_T) / tiny
    factor = t0_num / liquidus_num
    law = math.log(k_num) / (k_num - 1)
    scale = R * a.host_T**2 / a.host_L
    assert close(k_num, k_from_energies(a), 1e-4)
    assert close(liquidus_num, (k_num - 1) * scale, 1e-4)
    assert close(t0_num, scale * math.log(k_num), 1e-4)
    assert close(factor, law, 1e-4)
    # order of the three lines, for k below and above one
    assert liquidus_num / k_num < t0_num < liquidus_num
    print(f"  {name}: k = {k_num:.4f}, {factor:.4f}, {law:.4f}")

# Partial trapping: slope from the tangent condition against the dilute law
k, liquidus_slope = tie_line(tiny, sige)
scale = R * sige.host_T**2 / sige.host_L
for kv in (k, 0.6, 0.8, 1.0):
    numeric = (trapping_temperature(tiny, kv, sige) - sige.host_T) / tiny
    assert close(numeric, -scale * (1 - kv + kv * math.log(kv / k)), 1e-4)

# Worked example
x = 0.05
atom_density = 5.0e22        # silicon atoms per cm3, rough
layer_nm = 100.0             # melted layer with uniform solute
t0_slope = (t_zero(tiny, sige) - sige.host_T) / tiny
ratio_x, t_x = tie_line(x, sige)
T_liquidus = sige.host_T + x * t_x
T0 = t_zero(x, sige)
T_liquidus_linear = sige.host_T + liquidus_slope * x
T0_linear = sige.host_T + t0_slope * x
xm = mp.mpf(x)
for shift, sign in ((-5.0, 1), (5.0, -1)):
    difference = (gibbs("liquid", xm, T0 + shift, sige)
                  - gibbs("solid", xm, T0 + shift, sige))
    assert sign * difference > 0
assert T0 < T_liquidus

print("Inputs (rough typical values)")
print(f"  Si melting temperature: {sige.host_T:.0f} K")
print(f"  Si latent heat: {sige.host_L/1e3:.1f} kJ/mol")
print(f"  Ge melting temperature: {sige.solute_T:.0f} K")
print(f"  Ge latent heat: {sige.solute_L/1e3:.1f} kJ/mol")
print(f"  Ge content: {100*x:.1f} at.%")
print(f"  Si atom density: {atom_density:.1e} cm^-3")
print(f"  melted layer: {layer_nm:.0f} nm")
print(f"  Ge dose in layer: {x*atom_density*layer_nm*1e-7:.2e} cm^-2")
print("Dilute results for Ge in Si")
g_solute = float(liquid_minus_solid(sige.solute_L, sige.solute_T, 0.0,
                                    sige.host_T))
print(f"  Ge liquid-solid Gibbs energy at Si melting: {g_solute/1e3:.3f} kJ/mol")
print(f"  R*Tm at Si melting: {R*sige.host_T/1e3:.3f} kJ/mol")
print(f"  ln k: {math.log(k):.4f}")
print(f"  k: {k:.4f}")
print(f"  R*Tm^2/L: {scale:.1f} K")
print(f"  liquidus slope: {liquidus_slope/100:.3f} K per at.%")
print(f"  T0 slope: {t0_slope/100:.3f} K per at.%")
print(f"  solidus slope: {liquidus_slope/k/100:.3f} K per at.%")
print(f"  slope factor: {t0_slope/liquidus_slope:.4f}")
print("Temperatures at the example composition")
print(f"  liquidus, linear: {T_liquidus_linear:.2f} K")
print(f"  liquidus, full ideal model: {T_liquidus:.2f} K")
print(f"  T0, linear: {T0_linear:.2f} K")
print(f"  T0, full ideal model: {T0:.2f} K")
print(f"  x_solid/x_liquid on this tie line: {ratio_x:.4f}")
finite_factor = (T0 - sige.host_T) / (T_liquidus - sige.host_T)
print(f"  ratio of depressions, full model: {finite_factor:.4f}")

# Neglected effects, with rough inputs
warm = replace(sige, delta_cp=5.0)
nonideal = replace(sige, omega_solid=3.0e3)
biaxial_modulus = 180e9      # Pa
misfit_per_fraction = 0.042  # lattice misfit of pure Ge on Si
molar_volume = constants.N_A / (atom_density * 1e6)
strain_energy = biaxial_modulus * (misfit_per_fraction * x)**2 * molar_volume
fusion_entropy = float((1 - x) * sige.host_L / sige.host_T
                       + x * sige.solute_L / sige.solute_T)
speed, diffusive_speed = 3.0, 2.0   # m/s
undercooling_per_speed = 15.0       # K per (m/s)
kv = (k + speed / diffusive_speed) / (1 + speed / diffusive_speed)
T_trap = trapping_temperature(x, kv, sige)
T_trap_solid = trapping_temperature(x / kv, kv, sige)
effects = {
    "curvature of T0": T0 - T0_linear,
    "heat-capacity difference": t_zero(x, warm) - T0,
    "non-ideal mixing": t_zero(x, nonideal) - T0,
    "coherent strain": -strain_energy / fusion_entropy,
    "incomplete trapping, same liquid": T_trap - T0,
    "kinetic undercooling": -undercooling_per_speed * speed,
}
print("Neglected effects: rough inputs")
print(f"  heat-capacity difference: {warm.delta_cp:.1f} J/mol/K")
print(f"  solid interaction: {nonideal.omega_solid/1e3:.1f} kJ/mol")
print(f"  biaxial modulus: {biaxial_modulus/1e9:.0f} GPa")
print(f"  misfit at this Ge content: {100*misfit_per_fraction*x:.2f} %")
print(f"  front speed: {speed:.1f} m/s, diffusive speed: {diffusive_speed:.1f} m/s")
print(f"  undercooling per speed: {undercooling_per_speed:.0f} K per m/s")
print("Neglected effects: temperature shifts")
for name, value in effects.items():
    print(f"  {name}: {value:+.2f} K")
print(f"  k with heat-capacity difference: {k_from_energies(warm):.4f}")
print(f"  k with non-ideal mixing: {k_from_energies(nonideal):.4f}")
print(f"  k at the front speed: {kv:.4f}")
print(f"  trapping shift if the solid has the Ge content: {T_trap_solid-T0:+.2f} K")
largest = max(effects, key=lambda name: abs(effects[name]))
print(f"  largest effect: {largest}")
print("every check passed")
```

Output:

```
Slope factor: T0 slope / liquidus slope, from Gibbs curves and law
  Ge in Si, ideal: k = 0.3557, 1.6044, 1.6044
  low-melting solute: k = 0.0084, 4.8164, 4.8164
  high-melting solute: k = 2.3654, 0.6305, 0.6305
  heat capacities differ: k = 0.3454, 1.6241, 1.6241
  regular solution: k = 0.2158, 1.9553, 1.9553
Inputs (rough typical values)
  Si melting temperature: 1685 K
  Si latent heat: 50.0 kJ/mol
  Ge melting temperature: 1211 K
  Ge latent heat: 37.0 kJ/mol
  Ge content: 5.0 at.%
  Si atom density: 5.0e+22 cm^-3
  melted layer: 100 nm
  Ge dose in layer: 2.50e+16 cm^-2
Dilute results for Ge in Si
  Ge liquid-solid Gibbs energy at Si melting: -14.482 kJ/mol
  R*Tm at Si melting: 14.010 kJ/mol
  ln k: -1.0337
  k: 0.3557
  R*Tm^2/L: 472.1 K
  liquidus slope: -3.042 K per at.%
  T0 slope: -4.881 K per at.%
  solidus slope: -8.553 K per at.%
  slope factor: 1.6044
Temperatures at the example composition
  liquidus, linear: 1669.79 K
  liquidus, full ideal model: 1669.61 K
  T0, linear: 1660.60 K
  T0, full ideal model: 1660.63 K
  x_solid/x_liquid on this tie line: 0.3644
  ratio of depressions, full model: 1.5830
Neglected effects: rough inputs
  heat-capacity difference: 5.0 J/mol/K
  solid interaction: 3.0 kJ/mol
  biaxial modulus: 180 GPa
  misfit at this Ge content: 0.21 %
  front speed: 3.0 m/s, diffusive speed: 2.0 m/s
  undercooling per speed: 15 K per m/s
Neglected effects: temperature shifts
  curvature of T0: +0.04 K
  heat-capacity difference: -0.66 K
  non-ideal mixing: -4.80 K
  coherent strain: -0.32 K
  incomplete trapping, same liquid: +5.38 K
  kinetic undercooling: -45.00 K
  k with heat-capacity difference: 0.3454
  k with non-ideal mixing: 0.2871
  k at the front speed: 0.7423
  trapping shift if the solid has the Ge content: -1.22 K
  largest effect: kinetic undercooling
every check passed
```
